\section*{Linear growth of inverse electron temperature in cooling graphene}

\section{Result and range of use}

Let the electrons of uniform, doped graphene have one common temperature $T(t)$, heat capacity per area $C=\alpha T$, and loss power per area $P=AT^3$ to a cold lattice. If no heat is supplied after $t=0$, when $T=T_0$, then
\begin{equation}
\frac1T=\frac1{T_0}+\frac{At}{\alpha},\qquad
T(t)=\frac{T_0}{1+t/\tau},\qquad \tau=\frac{\alpha}{AT_0}.
\label{line}
\end{equation}
The result needs five conditions.
\begin{itemize}
\item The gas is degenerate, $k_BT\ll E_F$, where the Fermi energy $E_F>0$ is measured from the Dirac point. This makes $C$ linear in $T$.
\item The lattice temperature $T_L$ is fixed and $T_L^3\ll T^3$.
\item The coefficients $\alpha$ and $A$ do not change during cooling.
\item Every other way of losing heat is weak compared with $AT^3$.
\item The electrons thermalize among themselves faster than they cool, and heat does not flow sideways out of the region considered.
\end{itemize}
At nonzero $T_L$ the line cannot continue indefinitely, since $T$ must settle at $T_L$. Section~\ref{warmsec} gives the formula to use then.

The cubic loss is a hypothesis here. It is the form used for disorder-assisted phonon emission, called supercollision cooling. The value of $A$ is an input and is not computed from a microscopic coupling. Real graphene also loses heat by acoustic emission without the help of disorder and by emission of optical phonons; both are left out here. For supercollisions, the cubic law with constant $A$ is expected above the Bloch--Gr\"uneisen temperature $T_{BG}=2\hbar s k_F/k_B$, where $s$ is the sound speed and $k_F$ the Fermi wave number. Below $T_{BG}$ both the power of $T$ and the coefficient may change. Being above $T_{BG}$ is not sufficient: ordinary acoustic emission, roughly linear in $T$ there, is outweighed by the cubic term only well above $T_{BG}$ unless the disorder is strong.

\section{Heat capacity of the doped Dirac gas}

The band energies are $\pm\hbar vk$, with fourfold spin and valley degeneracy. In a large square of area $L^2$, each plane wave occupies an area $(2\pi/L)^2$ of momentum space. The electron density above the Dirac point at zero temperature is therefore
\begin{equation}
n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi}
=\frac{E_F^2}{\pi\hbar^2v^2}.
\end{equation}
Differentiation with respect to energy gives the density of states $c\,\varepsilon$ at $\varepsilon>0$, with $c=2/(\pi\hbar^2v^2)$. Its value at the Fermi energy is $\nu=cE_F$, and $n=cE_F^2/2$.

At temperature $T$, write $\theta=k_BT$ and let $\mu$ be the chemical potential. An empty state at $-\varepsilon$ is a hole, which counts $-1$ in the density and costs energy $+\varepsilon$. Hence
\begin{align}
n&=c\int_0^\infty\varepsilon\,(f_e-f_h)\,d\varepsilon, &
U&=c\int_0^\infty\varepsilon^2(f_e+f_h)\,d\varepsilon,\\
f_e&=\frac1{e^{(\varepsilon-\mu)/\theta}+1}, &
f_h&=\frac1{e^{(\varepsilon+\mu)/\theta}+1}.
\end{align}
The hole terms are of order $e^{-\mu/\theta}$ and are dropped. For the electron terms, set $g(y)=1/(e^{y/\theta}+1)$. Above $\mu$ the occupation is $g(\varepsilon-\mu)$; below $\mu$ it is $1-g(\mu-\varepsilon)$. Thus, for $p=1,2$,
\begin{equation}
\int_0^\infty\varepsilon^pf_e\,d\varepsilon
=\frac{\mu^{p+1}}{p+1}+\int_0^\infty(\mu+y)^pg\,dy
-\int_0^\mu(\mu-y)^pg\,dy .
\end{equation}
Extending the last upper limit to infinity makes another exponentially small error. The integrands then combine to $2y\,g$ for $p=1$ and $4\mu y\,g$ for $p=2$. Since $\int_0^\infty y\,g\,dy=\pi^2\theta^2/12$,
\begin{equation}
n=c\left(\frac{\mu^2}{2}+\frac{\pi^2\theta^2}{6}\right),\qquad
U=c\left(\frac{\mu^3}{3}+\frac{\pi^2\mu\theta^2}{3}\right).
\end{equation}
The density is fixed at $cE_F^2/2$, so $\mu^2=E_F^2-\pi^2\theta^2/3$. The chemical potential falls on heating because the density of states is larger above $\mu$ than below it.

Let $y=\pi^2\theta^2/(3E_F^2)$ from here to the end of this section. Then $\mu=E_F\sqrt{1-y}$ and $\mu^2+\pi^2\theta^2=E_F^2(1+2y)$, so
\begin{align}
U&=\frac{cE_F^3}{3}\sqrt{1-y}\,(1+2y)\nonumber\\
&=\frac{cE_F^3}{3}\left(1-\frac y2-\frac{y^2}{8}+\cdots\right)(1+2y)\nonumber\\
&=\frac{cE_F^3}{3}\left(1+\frac{3y}{2}-\frac{9y^2}{8}+\cdots\right).
\end{align}
With $dy/dT=2\pi^2k_B^2T/(3E_F^2)$, the heat capacity at fixed density is
\begin{align}
C=\frac{dU}{dT}
&=\frac{cE_F^3}{3}\left(\frac32-\frac{9y}{4}+\cdots\right)
\frac{2\pi^2k_B^2T}{3E_F^2}\nonumber\\
&=\alpha T\left(1-\kappa T^2+\cdots\right),
\label{capacity}
\end{align}
where
\begin{equation}
\alpha=\frac{\pi^2}{3}k_B^2\nu,\qquad
\kappa=\frac{\pi^2}{2}\left(\frac{k_B}{E_F}\right)^2 .
\end{equation}
At leading order the thermal energy, measured from zero temperature, is $\int_0^T\alpha T'\,dT'=\alpha T^2/2$. At the neutrality point $E_F=0$ the expansion has no small parameter, and neither this $\alpha$ nor Eq.~\eqref{line} applies.

\section{Cooling to a cold lattice}

Energy conservation reads $C\,dT/dt=-P$. Dividing by $-CT^2$ gives the rate of change of the inverse temperature:
\begin{equation}
\frac{d}{dt}\frac1T=-\frac1{T^2}\frac{dT}{dt}
=\frac{P}{CT^2}=\frac{AT^3}{\alpha T\,T^2}=\frac A\alpha .
\label{inverse}
\end{equation}
The right side is constant, and integration from $0$ to $t$ yields Eq.~\eqref{line}.

A straight plot of $1/T$ thus shows that $P/(CT^2)$ is constant. Its slope determines the ratio $A/\alpha$; a separate value of $\alpha$ is needed to obtain $A$. If the loss were instead $BT^4$ with the same heat capacity, Eq.~\eqref{inverse} would give $d(1/T)/dt=(B/\alpha)T$. Multiplication by $2/T$ would then give $d(1/T^2)/dt=2B/\alpha$, so $1/T^2$ would be the linear quantity.

The temperature has no single decay time. Its momentary decay time is
\begin{equation}
\frac{T}{-dT/dt}=\frac{\alpha}{AT}=\tau+t,
\end{equation}
which lengthens as the electrons cool. At $t=\tau$ the temperature has halved and the thermal energy, proportional to $T^2$, has fallen to one quarter. For $t\gg\tau$ the temperature approaches $\alpha/(At)$, and the memory of $T_0$ fades.

\section{Loss law when the lattice is warm}
\label{losssec}

A warm lattice returns energy to the electrons. To find how much, consider transitions that emit or absorb a phonon of energy $w$. Assume that the electronic density of states is constant over the thermal range, and that the coupling weight $S(w)$ does not depend on temperature. Let $f(\varepsilon)$ be the Fermi function at $T$, and let $n_T(w)=1/(e^{w/k_BT}-1)$.

Emission takes an electron from $\varepsilon$ to an empty state at $\varepsilon-w$. Put $a=e^{(\varepsilon-\mu)/k_BT}$ and $b=e^{-w/k_BT}$. Then
\begin{align}
f(\varepsilon)[1-f(\varepsilon-w)]&=\frac{ab}{(a+1)(ab+1)},\\
f(\varepsilon-w)-f(\varepsilon)&=\frac{a(1-b)}{(a+1)(ab+1)} .
\end{align}
Their ratio is $b/(1-b)=n_T(w)$, independent of $\varepsilon$. The integral of the second line over all $\varepsilon$ is $w$: the difference equals $\int_0^w[-f'(\varepsilon-s)]\,ds$, and each $s$ contributes unity after integration over $\varepsilon$. Therefore
\begin{equation}
\int f(\varepsilon)[1-f(\varepsilon-w)]\,d\varepsilon=w\,n_T(w).
\end{equation}
For absorption, expanding the products shows that
\begin{equation}
f(\varepsilon-w)[1-f(\varepsilon)]
=f(\varepsilon-w)-f(\varepsilon)+f(\varepsilon)[1-f(\varepsilon-w)],
\end{equation}
whose integral is $w[1+n_T(w)]$. Emission carries the lattice factor $1+n_{T_L}$ and absorption carries $n_{T_L}$. The net number of emissions is proportional to
\begin{equation}
(1+n_{T_L})\,w\,n_T-n_{T_L}\,w\,(1+n_T)=w\,(n_T-n_{T_L}),
\end{equation}
because the product terms cancel. Each net emission removes energy $w$, so
\begin{equation}
P=\int_0^\infty S(w)\,w^2\,[n_T(w)-n_{T_L}(w)]\,dw .
\end{equation}
This is a function of $T$ minus the same function of $T_L$. If the loss to a lattice at zero temperature is $AT^3$, the loss to a warm one is
\begin{equation}
P=A(T^3-T_L^3).
\label{warmloss}
\end{equation}

A constant $S$ produces the cubic law. Expanding $n_T$ in powers of $e^{-w/k_BT}$ gives
\begin{equation}
\int_0^\infty w^2n_T\,dw=\sum_{m=1}^\infty\frac{2(k_BT)^3}{m^3}
=2\zeta(3)(k_BT)^3,
\end{equation}
so $A=2\zeta(3)Sk_B^3$. The infinite upper limit supposes that the phonons included extend well above $k_BT$. In graphene this limits the cubic law at high temperature: ending the integral at 0.15 eV, roughly the top of the acoustic branches, lowers it by 16 per cent at 400 K and by 6 per cent at 300 K. Direct integration over electron and phonon energies, with the electrons at 400 K and the lattice at 100 K, gives the coefficient 2.40411, equal to $2\zeta(3)$ to the digits shown.

\section{Cooling curve at finite lattice temperature}
\label{warmsec}

Insert Eq.~\eqref{warmloss} and $C=\alpha T$ into the energy balance, and put $x=T/T_L$, $x_0=T_0/T_L$. Then
\begin{equation}
\alpha T_L^2\,x\frac{dx}{dt}=-AT_L^3(x^3-1)
\quad\Longrightarrow\quad
\frac{x\,dx}{x^3-1}=-\frac{AT_L}{\alpha}\,dt .
\end{equation}
Define $F(x)=\int_x^\infty y\,dy/(y^3-1)$ for $x>1$. Integration gives
\begin{equation}
F(x)=F(x_0)+\frac{AT_Lt}{\alpha}.
\label{implicit}
\end{equation}
For a closed form, use
\begin{equation}
\frac{y}{y^3-1}=\frac13\left[\frac1{y-1}-\frac{y-1}{y^2+y+1}\right],
\end{equation}
and split $y-1=\frac12(2y+1)-\frac32$ in the last numerator. The first part integrates to a logarithm. The second follows from $\int dy/(y^2+y+1)=(2/\sqrt3)\arctan[(2y+1)/\sqrt3]$. The logarithms cancel at infinity, where the arctangent is $\pi/2$, so
\begin{equation}
F(x)=\frac{\pi}{2\sqrt3}-\frac{\ln(x-1)}3
+\frac{\ln(x^2+x+1)}6-\frac1{\sqrt3}\arctan\frac{2x+1}{\sqrt3}.
\end{equation}
Since $F$ decreases with $x$, Eq.~\eqref{implicit} has one root between $1$ and $x_0$, and bisection finds it as long as $x-1$ is well above the rounding error. Later, the exponential form derived below takes over.

\subsection{Hot electrons: departure from the line}

For $y>1$, expand $y/(y^3-1)=y^{-2}+y^{-5}+y^{-8}+\cdots$ and integrate term by term:
\begin{equation}
F(x)=\frac1x+\frac1{4x^4}+\frac1{7x^7}+\cdots .
\label{series}
\end{equation}
This series also avoids the cancellation of large terms that affects the closed form at large $x$. Keeping two terms in Eq.~\eqref{implicit} and dividing by $T_L$ gives
\begin{equation}
\frac1T\simeq\frac1{T_0}+\frac{At}{\alpha}
-\frac{T_L^3}{4}\left(\frac1{T^4}-\frac1{T_0^4}\right).
\label{departure}
\end{equation}
The inverse temperature lies below the line because the lattice returns heat. Relative to $1/T$, the leading departure is $\frac14(T_L/T)^3[1-(T/T_0)^4]$. It stays below one per cent while $T$ exceeds about $3T_L$.

\subsection{Near equilibrium: exponential decay}

Set $x=1+\delta$. The equation of motion becomes
\begin{equation}
\frac{d\delta}{dt}=-\frac{AT_L}{\alpha}\,
\frac{3\delta+3\delta^2+\delta^3}{1+\delta}
=-\frac{AT_L}{\alpha}\left(3\delta+\frac{\delta^3}{1+\delta}\right).
\end{equation}
The quadratic term is absent, and for small $\delta$ the decay rate is $3AT_L/\alpha$. The amplitude follows from $F$ near $x=1$. There $\arctan\sqrt3=\pi/3$, so
\begin{equation}
F(1+\delta)\simeq-\frac{\ln\delta}{3}+\frac{\pi}{6\sqrt3}+\frac{\ln3}{6}.
\end{equation}
Solving Eq.~\eqref{implicit} for $\delta$ yields
\begin{equation}
T-T_L\simeq\sqrt3\,e^{\pi/(2\sqrt3)}\,T_L\,
e^{-3F(x_0)}\,e^{-3AT_Lt/\alpha}.
\label{tail}
\end{equation}
This form is useful at late times, when subtracting $1$ from a rounded value of $x$ would lose digits.

\section{Correction from the heat capacity}

Now return to a cold lattice and retain the correction in Eq.~\eqref{capacity}, with the loss kept at $AT^3$. The balance $\alpha T(1-\kappa T^2)\,dT/dt=-AT^3$ gives
\begin{equation}
\frac{At}{\alpha}=-\int_{T_0}^{T}\left(\frac1{T'^2}-\kappa\right)dT'
=\frac1T-\frac1{T_0}-\kappa(T_0-T),
\end{equation}
and hence
\begin{equation}
\frac1T=\frac1{T_0}+\frac{At}{\alpha}+\kappa(T_0-T).
\label{capshift}
\end{equation}
The smaller heat capacity speeds up cooling. With $q=1/T_0+\kappa T_0+At/\alpha$, Eq.~\eqref{capshift} is the quadratic $\kappa T^2-qT+1=0$. The root that tends to $1/q$ as $\kappa\to0$ is
\begin{equation}
T=\frac{2}{q+\sqrt{q^2-4\kappa}} .
\end{equation}
Relative to $1/T$, the shift is $\kappa T(T_0-T)$, whose largest value is $\kappa T_0^2/4$, reached at $T=T_0/2$.

This is the effect of the heat capacity alone. The energy dependence of the density of states may also change the loss law at relative order $(k_BT/E_F)^2$, and that change is not calculated here. Equation~\eqref{capshift} therefore estimates the size of finite-temperature corrections; it is not their complete sum.

\section{Worked example}

Take the round model parameters $E_F=0.40$ eV, $v=10^6$ m/s, $A=0.50$ W\,m$^{-2}$\,K$^{-3}$ and $T_0=400$ K. The density of states is $\nu=3.669\times10^{36}$ J$^{-1}$\,m$^{-2}$, so
\begin{equation}
\alpha=\frac{\pi^2}{3}k_B^2\nu
=2.301\times10^{-9}\ \mathrm{J\,m^{-2}\,K^{-2}} .
\end{equation}
The slope $A/\alpha$ is $2.173\times10^{-4}$ K$^{-1}$\,ps$^{-1}$. The time to cool from 400 to 200 K is
\begin{equation}
\tau=\frac{1/200-1/400}{2.173\times10^{-4}}\ \mathrm{ps}
=11.5\ \mathrm{ps}.
\end{equation}
The initial thermal energy is $1.84\times10^{-4}$ J\,m$^{-2}$ and the initial loss is $3.20\times10^7$ W\,m$^{-2}$. Their ratio is 5.75 ps, or $\tau/2$, as follows from $(\alpha T_0^2/2)/(AT_0^3)$.

For a sound speed of $2\times10^4$ m/s, $T_{BG}$ is about 186 K at this doping. The whole example illustrates the equations with an assumed cubic loss; it is not a prediction for a graphene sample. Below $T_{BG}$ the cubic law itself may fail. With typical couplings, the emission of optical phonons, left out here, removes heat several times faster than this $AT^3$ at 400 K and stays faster down to roughly 230 K. Ordinary acoustic emission, also left out, is comparable to $AT^3$ near 200 K for a deformation potential of 10 to 20 eV and gains on it as the electrons cool. At this doping and this $A$, the condition that other losses be weak is therefore unlikely to hold anywhere along the curve in a real sheet.

After 100 ps the cold-lattice law gives 41.3 K. An exponential with the same initial slope would give 0.07 K, so a single decay time fitted to the start of the curve fails badly later.

A lattice held at 10 K changes the value at 100 ps to 41.4 K. The relative change, 0.36 per cent, agrees with $\frac14(10/41.3)^3$. Holding the lattice at 10 K requires a heat sink, since the energy released by the electrons would otherwise warm so cold a sheet appreciably. A lattice at 100 K matters much sooner. The line would cross 100 K at $(1/100-1/400)/(2.173\times10^{-4})=34.5$ ps and then predict electrons colder than the lattice. The solution of Eq.~\eqref{implicit} is still at 107.8 K after 50 ps.

For this warmer lattice, the first delay term in reaching 200 K is
\begin{equation}
\Delta t_1=\frac{(1/2)^4-(1/4)^4}
{4\,(2.173\times10^{-4})(100)}\ \mathrm{ps}=0.67\ \mathrm{ps}.
\end{equation}
The next term in Eq.~\eqref{series} raises the delay to 0.725 ps; direct quadrature gives 0.730 ps, about 6 per cent of $\tau$. The final decay rate is $3(2.173\times10^{-4})(100)=0.0652$ ps$^{-1}$, and numerical integration of the energy balance gives the same value. Equation~\eqref{tail} gives $T-T_L=0.30$ K at 100 ps, in agreement with the integrated temperature of 100.298 K. This small difference has meaning only if a heat sink holds the lattice at 100 K, since an isolated sheet would itself warm by one or two kelvin.

The degeneracy parameter $k_BT_0/E_F$ is 0.086. The full heat capacity at 400 K, from Fermi integrals at fixed density, is 0.9631 of $\alpha T$; Eq.~\eqref{capacity} gives 0.9634. With the cubic loss unchanged, the full heat capacity shortens the time to 200 K by 0.212 ps, against 0.211 ps from Eq.~\eqref{capshift}. This is 1.8 per cent of $\tau$, smaller than the delay due to the 100 K lattice and opposite in sign. Ending the phonon spectrum at 0.15 eV, as in Section~\ref{losssec}, would lengthen the same time by about 5.5 per cent, so these corrections are meaningful only within the pure cubic model. The numerical output lists the temperatures at six times from 0 to 100 ps for the cold lattice and for lattices at 10 K and 100 K.

\section*{Computed results}
\begin{verbatim}
Fermi energy EF = 0.40 eV
band velocity v = 1.00e+06 m/s
loss coefficient A = 0.50 W m^-2 K^-3
initial temperature T0 = 400.0 K
carrier density n = 1.1755e+17 m^-2
density of states nu = 3.6686e+36 J^-1 m^-2
grid count / formula: density 1.00007, nu 1.00039
alpha = 2.3006e-09 J m^-2 K^-2
initial thermal energy alpha*T0^2/2 = 1.8405e-04 J m^-2
initial loss power A*T0^3 = 3.2000e+07 W m^-2
slope A/alpha = 2.17334e-04 K^-1 ps^-1
time tau = alpha/(A*T0) = 11.5031 ps
numerical T(tau)/T0 = 0.50000000
kB*T0/EF = 0.08617
chemical potential / EF at T0 = 0.987710
full C/(alpha*T) at 400 K = 0.963077
leading correction gives 0.963355
full C/(alpha*T) at 200 K = 0.990814
leading correction gives 0.990839
loss integral / (T0^3-TL^3) = 2.4041138
2*zeta(3) = 2.4041138
Cooling: t in ps; 1/T of the line in 1/K; temperatures in K
t, line 1/T, T(TL=0), T(TL=10 K), T(TL=100 K), exponential
0, 0.002500, 400.000, 400.000, 400.000, 400.000
5, 0.003587, 278.810, 278.813, 281.254, 258.992
10, 0.004673, 213.980, 213.985, 218.915, 167.692
20, 0.006847, 146.056, 146.068, 156.980, 70.302
50, 0.013367, 74.813, 74.858, 107.763, 5.180
100, 0.024233, 41.265, 41.412, 100.298, 0.067
time to 200 K, cold lattice = 11.5031 ps
time to 200 K, 100 K lattice = 12.2330 ps
delay by 100 K lattice = 0.7299 ps
delay, first term = 0.6740 ps
delay, first two terms = 0.7250 ps
time with full heat capacity, cold lattice = 11.2911 ps
advance by full heat capacity = 0.2119 ps
advance, leading formula = 0.2108 ps
late decay rate, 100 K lattice = 0.065200 ps^-1
formula 3*A*TL/alpha = 0.065200 ps^-1
\end{verbatim}
